# Why an Electron's Helicity Is Not Its Chirality: a program that tests the result

```python
"""Helicity is not chirality for a massive electron.

Result under test: a free positive-energy Dirac spinor of helicity h = +1 or -1
has left-chiral weight  w_L = u^dag P_L u / u^dag u = (1 - h*beta)/2.
For h = +1 this is about m^2/(4 E^2) at high energy and 1/2 in the rest limit.

Symbols: m mass, p momentum size, E total energy, beta = p/E, n direction of
motion, gamma5 chirality (left = -1, right = +1), P_L = (1 - gamma5)/2.
Natural units hbar = c = 1, energies in MeV. Spinors are obtained by numerical
diagonalization of the Dirac Hamiltonian in the Dirac representation.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import expm

m_e = physical_constants["electron mass energy equivalent in MeV"][0]

pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]], complex),
         np.array([[1, 0], [0, -1]], complex)]
one2, one4 = np.eye(2), np.eye(4)
gamma0 = np.kron(pauli[2], one2)
gammas = [np.kron(1j * pauli[1], s) for s in pauli]
alphas = [gamma0 @ g for g in gammas]
spins = [np.kron(one2, s) for s in pauli]
gamma5 = 1j * gamma0 @ gammas[0] @ gammas[1] @ gammas[2]
P_L, P_R = (one4 - gamma5) / 2, (one4 + gamma5) / 2


def along(matrices, vector):
    return sum(v * a for v, a in zip(vector, matrices))


def slash(time_part, space_part):
    return time_part * gamma0 - along(gammas, space_part)


def hamiltonian(p_vector, m=m_e):
    return along(alphas, p_vector) + m * gamma0


def spinor(p, n, h, m=m_e):
    """Unit-norm eigenvector with positive energy and helicity h."""
    E = np.hypot(p, m)
    # The added helicity term only separates the two degenerate states.
    combined = hamiltonian(p * n, m) + 0.5 * E * h * along(spins, n)
    return np.linalg.eigh(combined)[1][:, -1]


def weight(projector, u):
    return np.linalg.norm(projector @ u)**2 / np.linalg.norm(u)**2


n = np.array([1.0, 2.0, 2.0]) / 3
n_perp = np.array([2.0, 1.0, -2.0]) / 3

# Algebra: helicity is conserved by free motion, chirality is not.
H = hamiltonian(1.3 * n)
helicity = along(spins, n)
assert np.allclose(H @ helicity, helicity @ H, atol=1e-12)
assert np.allclose(H @ gamma5 - gamma5 @ H, 2 * m_e * gamma0 @ gamma5, atol=1e-12)
for a, s in zip(alphas, spins):
    assert np.allclose(a, gamma5 @ s)

# Massless case: helicity and chirality coincide.
for h in (1, -1):
    u0 = spinor(1.3, n, h, m=0.0)
    assert np.allclose(gamma5 @ u0, h * u0, atol=1e-12)

print(f"electron rest energy m = {m_e:.6f} MeV")
print("Positive helicity: kinetic energy, beta, left weight, m^2/(4E^2)")
for T in (0.001, 0.1, 1.0, 10.0, 1000.0):
    E = T + m_e
    p = np.sqrt(T * (T + 2 * m_e))
    u_plus, u_minus = spinor(p, n, 1), spinor(p, n, -1)
    for h, u in ((1, u_plus), (-1, u_minus)):
        assert np.allclose(hamiltonian(p * n) @ u, E * u, atol=1e-12 * E)
        assert np.allclose(helicity @ u, h * u, atol=1e-12)
        assert abs(weight(P_L, u) - (1 - h * p / E) / 2) < 1e-12
    w = weight(P_L, u_plus)
    # Relative test in a form without cancellation between E and p.
    assert abs(w / (m_e**2 / (2 * E * (E + p))) - 1) < 1e-7
    print(f"  T = {T:g} MeV: {p/E:.8f}  {w:.5e}  {m_e**2/(4*E**2):.5e}")
    if T == 10.0:
        x = (m_e / E)**2
        correction = w / (x / 4) - 1
        assert abs(correction / (x / 4) - 1) < x

# Rest: gamma5 vanishes between any two positive-energy rest spinors.
rest = np.linalg.eigh(hamiltonian(np.zeros(3)))[1][:, 2:]
assert np.allclose(rest.conj().T @ gamma5 @ rest, 0, atol=1e-12)
rest_spinor = rest @ np.array([0.6, 0.8j])
w_rest = weight(P_L, rest_spinor)
assert abs(w_rest - 0.5) < 1e-12
print(f"left weight of a rest spinor = {w_rest:.6f}")

# Worked example: kinetic energy 1 MeV.
T = 1.0
E = T + m_e
p = np.sqrt(T * (T + 2 * m_e))
beta = p / E
u = spinor(p, n, 1)
print(f"Example: T = {T:.1f} MeV, E = {E:.6f} MeV, p = {p:.6f} MeV")
print(f"  beta = {beta:.6f}")
print(f"  left weight = {weight(P_L, u):.6f}")
print(f"  right weight = {weight(P_R, u):.6f}")
print(f"  leading estimate m^2/(4E^2) = {m_e**2/(4*E**2):.6f}")

# Spin projector and its traces against the diagonalized spinors.
total_left = 0.0
for h in (1, -1):
    v = np.sqrt(2 * E) * spinor(p, n, h)
    outer = np.outer(v, v.conj()) @ gamma0
    s_slash = slash(h * p / m_e, h * E / m_e * n)
    projector = (slash(E, p * n) + m_e * one4) @ (one4 + gamma5 @ s_slash) / 2
    assert np.allclose(outer, projector, atol=1e-11)
    left_density = np.trace(gamma0 @ P_L @ projector).real
    assert abs(left_density - np.linalg.norm(P_L @ v)**2) < 1e-11
    assert abs(left_density - (E - h * p)) < 1e-11
    print(f"  helicity {h:+d}: u^dag P_L u = {left_density:.6f} MeV")
    total_left += left_density
average_left = total_left / (4 * E)
assert abs(average_left - 0.5) < 1e-12
print(f"  left weight averaged over helicities = {average_left:.6f}")

# The left part alone does not solve the free Dirac equation.
residual = (slash(E, p * n) - m_e * one4) @ P_L @ u
assert np.allclose(residual, m_e * gamma5 @ u, atol=1e-12)
assert np.linalg.norm(residual) > 0.5 * m_e

# Observer moving along n faster than the electron.
V = 0.99
boost = expm(-0.5 * np.arctanh(V) * along(alphas, n))
assert np.allclose(boost @ gamma5, gamma5 @ boost, atol=1e-12)
lorentz = 1 / np.sqrt(1 - V**2)
p_new, E_new = lorentz * (p - V * E), lorentz * (E - V * p)
u_new = boost @ u
assert p_new < 0
assert np.allclose(hamiltonian(p_new * n) @ u_new, E_new * u_new, atol=1e-10)
direction_new = np.sign(p_new) * n
assert np.allclose(along(spins, direction_new) @ u_new, -u_new, atol=1e-10)
h_new = (u_new.conj() @ along(spins, direction_new) @ u_new).real
h_new /= np.linalg.norm(u_new)**2
speed_new = abs(p_new) / E_new
assert abs(weight(P_L, u_new) - (1 + speed_new) / 2) < 1e-11
print(f"Overtaking frame, speed {V:.2f} c:")
print(f"  momentum along n = {p_new:.6f} MeV, energy = {E_new:.6f} MeV")
print(f"  electron speed = {speed_new:.6f} c, helicity = {h_new:+.0f}")
print(f"  left weight = {weight(P_L, u_new):.6f}")

# The vertex keeps chirality, yet Coulomb scattering can flip helicity.
for g in [gamma0] + gammas:
    assert np.allclose(P_R @ gamma0 @ g @ P_L, 0)
print("Coulomb scattering at T = 1 MeV: angle, flip fraction, Mott factor")
for degrees in (30, 90, 150, 180):
    theta = np.radians(degrees)
    n_out = np.cos(theta) * n + np.sin(theta) * n_perp
    same, flipped = spinor(p, n_out, 1), spinor(p, n_out, -1)
    keep, flip = abs(np.vdot(same, u)), abs(np.vdot(flipped, u))
    left_part, right_part = np.vdot(flipped, P_L @ u), np.vdot(flipped, P_R @ u)
    assert abs(keep - np.cos(theta / 2)) < 1e-12
    assert abs(flip - m_e / E * np.sin(theta / 2)) < 1e-12
    assert abs(left_part - right_part) < 1e-12
    assert abs(abs(left_part) - m_e / (2 * E) * np.sin(theta / 2)) < 1e-12
    mott = keep**2 + flip**2
    assert abs(mott - (1 - beta**2 * np.sin(theta / 2)**2)) < 1e-12
    print(f"  {degrees:3d} deg: {flip**2/mott:.6f}  {mott:.6f}")
    if degrees == 90:
        parts_90 = (keep, flip, abs(left_part), abs(right_part))
print("Overlap sizes at 90 deg, unit-norm spinors:")
print(f"  no flip = {parts_90[0]:.6f}, flip = {parts_90[1]:.6f}")
print(f"  flip from L = {parts_90[2]:.6f}, from R = {parts_90[3]:.6f}")

print("checks complete")
```

Output:

```
electron rest energy m = 0.510999 MeV
Positive helicity: kinetic energy, beta, left weight, m^2/(4E^2)
  T = 0.001 MeV: 0.06246954  4.68765e-01  2.49024e-01
  T = 0.1 MeV: 0.54822086  2.25890e-01  1.74863e-01
  T = 1 MeV: 0.94107923  2.94604e-02  2.85925e-02
  T = 10 MeV: 0.99881756  5.91220e-04  5.90870e-04
  T = 1000 MeV: 0.99999987  6.52133e-08  6.52133e-08
left weight of a rest spinor = 0.500000
Example: T = 1.0 MeV, E = 1.510999 MeV, p = 1.421970 MeV
  beta = 0.941079
  left weight = 0.029460
  right weight = 0.970540
  leading estimate m^2/(4E^2) = 0.028592
  helicity +1: u^dag P_L u = 0.089029 MeV
  helicity -1: u^dag P_L u = 2.932969 MeV
  left weight averaged over helicities = 0.500000
Overtaking frame, speed 0.99 c:
  momentum along n = -0.524000 MeV, energy = 0.731912 MeV
  electron speed = 0.715932 c, helicity = -1
  left weight = 0.857966
Coulomb scattering at T = 1 MeV: angle, flip fraction, Mott factor
   30 deg: 0.008145  0.940674
   90 deg: 0.102632  0.557185
  150 deg: 0.614341  0.173696
  180 deg: 1.000000  0.114370
Overlap sizes at 90 deg, unit-norm spinors:
  no flip = 0.707107, flip = 0.239134
  flip from L = 0.119567, from R = 0.119567
checks complete
```
